\section*{Drift velocity of an electron in ideal streaming motion}

\section{Problem}

In a strong electric field, an electron in a semiconductor can gain enough energy to emit an optical phonon. If emission is very fast once it is allowed, and little else disturbs the electron, the motion becomes a repeated sequence: acceleration, emission, and a fresh start. This is called streaming motion.

Consider an electron with effective mass $m=0.2\,m_e$, where $m_e$ is the free-electron mass, and an optical-phonon energy $E_{\mathrm{ph}}=92$ meV. These are round model parameters. The field has constant magnitude $F=20$ kV/cm. Assume the following.

\begin{itemize}
\item The band is isotropic and parabolic up to $E_{\mathrm{ph}}$, so the kinetic energy is $mv^2/2$.
\item The electron starts at rest and is not scattered while its kinetic energy is below $E_{\mathrm{ph}}$.
\item When its kinetic energy reaches $E_{\mathrm{ph}}$, it emits one phonon immediately. The phonon energy does not depend on the phonon momentum.
\item The lattice is cold, so that no phonons are absorbed.
\end{itemize}

(a) Find the time-averaged velocity, called the drift velocity $v_d$. (b) Find the duration $T$ and length $L$ of one flight, and the time-averaged kinetic energy. (c) What changes when the field is doubled? (d) How do weak scattering below the threshold and a short delay in emission alter the drift velocity?

The electron has charge $-e$, so the force on it is opposite to the field. The $x$ axis is taken along the force. Velocities and displacements are then positive during a flight, and the force is $+eF$.

\section{A first estimate by scaling}

The ideal model contains three dimensional quantities: the mass $m$, the energy $E_{\mathrm{ph}}$ and the force $eF$. Try a velocity of the form
\begin{equation}
v_d=C\,E_{\mathrm{ph}}^{a}\,m^{b}\,(eF)^{c},
\end{equation}
where $C$ is a pure number. Energy has dimensions mass $\times$ length$^2$/time$^2$, and force has dimensions mass $\times$ length/time$^2$. Matching the powers of mass, length and time gives
\begin{align}
a+b+c&=0,\\
2a+c&=1,\\
-2a-2c&=-1.
\end{align}
Adding the last two equations gives $-c=0$. Hence $c=0$, $a=1/2$ and $b=-1/2$:
\begin{equation}
v_d=C\sqrt{\frac{E_{\mathrm{ph}}}{m}} .
\label{scaling}
\end{equation}
The three quantities cannot be combined into a dimensionless number, so $C$ cannot hide a dependence on the field. Field independence therefore follows before the motion has been solved.

In SI units, $E_{\mathrm{ph}}=1.4740\times10^{-20}$ J and $m=1.8219\times10^{-31}$ kg. Setting the unknown $C$ equal to one gives the estimate
\begin{equation}
v_{\mathrm{est}}=\sqrt{\frac{1.4740\times10^{-20}}{1.8219\times10^{-31}}}\ \mathrm{m/s}
\approx2.84\times10^5\ \mathrm{m/s},
\end{equation}
or $2.84\times10^7$ cm/s. The same reasoning gives a length scale $E_{\mathrm{ph}}/(eF)$ and a time scale $\sqrt{mE_{\mathrm{ph}}}/(eF)$. Both are inversely proportional to the field. The numerical factors require the actual motion.

\section{Exact solution of the ideal model}

\subsection{The flight and its average velocity}

Let $v_{\max}$ be the speed at the emission threshold. By definition,
\begin{equation}
\frac12mv_{\max}^2=E_{\mathrm{ph}},
\qquad
v_{\max}=\sqrt{\frac{2E_{\mathrm{ph}}}{m}} .
\label{vmax}
\end{equation}
At threshold the phonon takes all the kinetic energy. None is left, so the electron must be at rest after the emission. Its momentum $mv_{\max}$ has gone to the phonon.

During a flight, Newton's law is $m\,dv/dt=eF$. With $v(0)=0$, integration gives
\begin{equation}
v(t)=\frac{eF}{m}t .
\end{equation}
The flight ends when $v(T)=v_{\max}$, and therefore
\begin{equation}
T=\frac{mv_{\max}}{eF},
\qquad
v(t)=v_{\max}\frac{t}{T}.
\label{flight}
\end{equation}
The distance covered is
\begin{equation}
L=\int_0^T v_{\max}\frac{t}{T}\,dt
=\frac{v_{\max}}{T}\,\frac{T^2}{2}
=\frac{v_{\max}T}{2}.
\label{length}
\end{equation}
All flights are identical. After $n$ of them, the electron has moved $nL$ in time $nT$. An unfinished last flight adds less than $L$ to the distance and less than $T$ to the time, and its influence on the average vanishes as $n$ grows. The drift velocity is thus
\begin{equation}
v_d=\frac{L}{T}=\frac{v_{\max}}{2}
=\sqrt{\frac{E_{\mathrm{ph}}}{2m}} .
\label{drift}
\end{equation}
The last equality follows from $\frac12\sqrt{2E_{\mathrm{ph}}/m}=\sqrt{2E_{\mathrm{ph}}/(4m)}$.

Now insert the numbers:
\begin{align}
v_{\max}&=\sqrt{\frac{2(1.4740\times10^{-20})}{1.8219\times10^{-31}}}\ \mathrm{m/s}
=4.023\times10^5\ \mathrm{m/s},\\
v_d&=\frac{4.023\times10^5}{2}\ \mathrm{m/s}
=2.01\times10^5\ \mathrm{m/s}.
\end{align}
Since 1 m/s is 100 cm/s, the answer to part (a) is
\begin{equation}
v_d\approx2.0\times10^7\ \mathrm{cm/s}.
\end{equation}

\subsection{The same result from two balances}

The average can also be found without integrating the velocity. In each flight the field supplies the energy that the phonon carries away, and the force supplies the momentum that the phonon carries away:
\begin{align}
eF\,L&=E_{\mathrm{ph}},\label{energy}\\
eF\,T&=mv_{\max}.\label{momentum}
\end{align}
Dividing the first equation by the second removes the force:
\begin{equation}
v_d=\frac{L}{T}=\frac{E_{\mathrm{ph}}}{mv_{\max}}
=\frac{mv_{\max}^2/2}{mv_{\max}}=\frac{v_{\max}}{2}.
\end{equation}
This shows why the field cancels. A stronger field shortens the distance to threshold and the time to threshold by the same factor.

\subsection{Flight length, flight time and mean energy}

Equation (\ref{energy}) gives the length directly. An energy of 92 meV corresponds to a potential difference of 0.092 V for charge $e$, and 20 kV/cm is $2.0\times10^6$ V/m. Therefore
\begin{equation}
L=\frac{0.092\ \mathrm{V}}{2.0\times10^6\ \mathrm{V/m}}
=46.0\ \mathrm{nm}.
\end{equation}
From equation (\ref{length}),
\begin{equation}
T=\frac{2L}{v_{\max}}
=\frac{2(46.0\times10^{-9})}{4.023\times10^5}\ \mathrm{s}
\approx229\ \mathrm{fs}.
\end{equation}

The kinetic energy during a flight is $E_{\mathrm{ph}}(t/T)^2$. Its time average is
\begin{equation}
\bar E=\frac{E_{\mathrm{ph}}}{T}\int_0^T\frac{t^2}{T^2}\,dt
=\frac{E_{\mathrm{ph}}}{T^3}\,\frac{T^3}{3}
=\frac{E_{\mathrm{ph}}}{3}=30.7\ \mathrm{meV}.
\end{equation}
An electron with this energy has speed
\begin{equation}
\sqrt{\frac{2\bar E}{m}}=\frac{v_{\max}}{\sqrt3}
=2.32\times10^7\ \mathrm{cm/s}.
\end{equation}
This is a root-mean-square speed, not the drift velocity. It exceeds $v_d$ by the factor $2/\sqrt3\approx1.15$. The kinetic energy associated with the drift alone is $mv_d^2/2=E_{\mathrm{ph}}/4=23$ meV. The remaining $E_{\mathrm{ph}}/3-E_{\mathrm{ph}}/4=E_{\mathrm{ph}}/12$, about 7.7 meV, comes from the spread of velocities between zero and $v_{\max}$.

\subsection{Doubling the field}

At 40 kV/cm, the length and duration are halved to $L=23.0$ nm and $T=114$ fs. The velocity still rises linearly from zero to the same $v_{\max}$, so $v_d$ and $\bar E$ are unchanged. The ratio $v_d/F$ is halved. A constant mobility therefore cannot describe this regime: velocity is not proportional to field.

A motion followed in small time steps, using Newton's law and the emission rule, agrees with the formulas for $v_d$, $T$, $L$ and $\bar E$ within 0.1\% at both fields. The values are in the numerical output.

\section{Comparison of the estimate with the exact result}

Comparing equations (\ref{scaling}) and (\ref{drift}) identifies the missing number:
\begin{equation}
C=\frac1{\sqrt2}\approx0.707 .
\end{equation}
It has two sources. The factor $1/2$ in the kinetic energy makes the threshold speed $\sqrt2$ times the estimate. Averaging a linear rise from zero then multiplies that speed by $1/2$. Together they give $\sqrt2/2=1/\sqrt2$.

The estimate $2.84\times10^7$ cm/s is thus 41\% above the exact model result $2.01\times10^7$ cm/s. The length scale happens to have the right factor, because $L=E_{\mathrm{ph}}/(eF)$. The time scale is too short by a factor $\sqrt2$: equation (\ref{flight}) can be written $T=\sqrt{2mE_{\mathrm{ph}}}/(eF)$.

Scaling correctly predicts how the answer responds to the parameters. Since $v_d\propto\sqrt{E_{\mathrm{ph}}/m}$, a small relative change in either parameter produces half that relative change in velocity, with opposite signs for energy and mass. A mass larger by 10\%, for example, lowers $v_d$ by about 5\%. For a mass stated as 0.2, two figures in the final velocity are sufficient.

\section{When the motion is not ideal}

Let $\tau_{\mathrm{el}}$ be the mean time between elastic collisions below threshold, and let $\tau_{\mathrm{em}}$ be the mean emission time above it. These add two dimensionless numbers,
\begin{equation}
\alpha=\frac{T}{\tau_{\mathrm{el}}},
\qquad
\epsilon=\frac{\tau_{\mathrm{em}}}{T}.
\end{equation}
The factor $C$ may now depend on both. Because $T\propto1/F$, the drift velocity may then depend on the field. The ideal result requires $\alpha\ll1$ and $\epsilon\ll1$, or
\begin{equation}
\tau_{\mathrm{em}}\ll T\ll\tau_{\mathrm{el}} .
\end{equation}

\subsection{Weak scattering below threshold}

Suppose first that emission is immediate, while elastic collisions occur at a constant rate and send the electron in a random direction. An elastic collision does not change the kinetic energy. Between two phonon emissions the field must still supply $E_{\mathrm{ph}}$, so the displacement along the force is still $L$. Only the time changes, and $v_d$ equals $L$ divided by the mean time between emissions.

Measure speed in units of $v_{\max}$ and time in units of $T$. Before a collision, speed $u$ is reached at time $u$. Let the collision turn the velocity to an angle $\theta$ from the force. The component along the force becomes $u\cos\theta$, and the perpendicular component is $u\sin\theta$. If the remaining time to threshold is $s$, then
\begin{equation}
(u\cos\theta+s)^2+u^2\sin^2\theta=1,
\end{equation}
and the positive solution is
\begin{equation}
s=-u\cos\theta+\sqrt{1-u^2\sin^2\theta}.
\end{equation}
Without the collision the remaining time would have been $1-u$.

For small $\alpha$, the probability of a collision between $u$ and $u+du$ is $\alpha\,du$, and second collisions matter at order $\alpha^2$. The term $-u\cos\theta$ averages to zero over random directions. The square root is the same for $\theta$ and $\pi-\theta$, so its average can be taken over $0\le\theta\le\pi/2$ with weight $\sin\theta\,d\theta$. The mean delay is $\alpha D$, where
\begin{equation}
D=\int_0^{\pi/2}\!\sin\theta\,d\theta
\int_0^1\!\sqrt{1-u^2\sin^2\theta}\,du
-\int_0^1(1-u)\,du .
\end{equation}
Substitute $u\sin\theta=\sin\phi$ in the inner integral, so that $du=\cos\phi\,d\phi/\sin\theta$:
\begin{equation}
\int_0^1\!\sqrt{1-u^2\sin^2\theta}\,du
=\frac1{\sin\theta}\int_0^\theta\cos^2\phi\,d\phi
=\frac{\theta+\sin\theta\cos\theta}{2\sin\theta}.
\end{equation}
The factor $\sin\theta$ cancels in the outer integral, leaving
\begin{align}
D&=\frac12\int_0^{\pi/2}(\theta+\sin\theta\cos\theta)\,d\theta-\frac12\\
&=\frac12\left(\frac{\pi^2}{8}+\frac12\right)-\frac12
=\frac{\pi^2}{16}-\frac14\approx0.367 .
\end{align}
The mean time between emissions is $T(1+D\alpha)$ to first order. Therefore
\begin{equation}
\frac{v_d}{v_{\max}}\approx\frac{1}{2(1+0.367\,\alpha)} .
\label{elastic}
\end{equation}

The reduction has a simple cause: a collision turns forward motion sideways or backwards, and on average the electron then needs longer to reach threshold. For $\alpha=0.1$, equation (\ref{elastic}) gives 0.482. A three-dimensional simulation with $\tau_{\mathrm{el}}=2287$ fs and a very short emission time of 0.23 fs also gives 0.482, or $1.94\times10^7$ cm/s. When $\tau_{\mathrm{el}}$ is reduced to 229 fs, $\alpha$ is 1 and the simulated ratio falls to 0.358. The velocity is then $1.44\times10^7$ cm/s, about 28\% below the ideal value. Equation (\ref{elastic}) gives 0.366 there, although $\alpha=1$ lies outside the regime for which it was derived.

\subsection{A short emission delay}

Now neglect elastic collisions, but let emission above threshold have a constant rate. The electron passes the threshold and travels for a further mean time $\epsilon$, in units of $T$. After emission it keeps its excess energy and leaves in a random direction.

To first order, a further time $y$ raises the squared speed from 1 to $1+2y$. Emission removes 1, leaving $2y$, whose mean is $2\epsilon$. For random directions, two thirds of this belongs to the perpendicular motion, so the mean squared perpendicular speed is $4\epsilon/3$. The threshold is reached when the velocity along the force is $\sqrt{1-p^2}\approx1-p^2/2$, where $p$ is the perpendicular speed. Its mean is $1-2\epsilon/3$. The starting velocity along the force has mean zero. Since that velocity grows by one unit per unit time, the mean time between emissions is
\begin{equation}
1-\frac{2\epsilon}{3}+\epsilon=1+\frac{\epsilon}{3}.
\end{equation}
In the steady state, the mean work per emission is still $E_{\mathrm{ph}}$ and the mean displacement is still $L$. Thus $v_d/v_{\max}\approx1/[2(1+\epsilon/3)]$ to this order. The delay is partly compensated by the energy left over for the next flight.

For $\tau_{\mathrm{em}}=22.87$ fs at 20 kV/cm, $\epsilon=0.1$ and this formula gives 0.484. The simulation, with negligible elastic scattering, gives 0.491, or $1.97\times10^7$ cm/s. The true reduction in this model is about 2\%, smaller than the first-order 3\%, so higher orders already matter. They even reverse the trend: at $\epsilon=0.2$ the same model gives a ratio of about 0.51, slightly above the ideal $1/2$. The first-order formula should therefore be kept to delays much shorter than a flight. The size and even the sign of these corrections depend on the assumed constant rate and random directions. If the electron instead kept its direction of motion at each emission, its leftover speed would shorten the next flight, and the ratio at $\epsilon=0.1$ would be about 0.73, well above $1/2$. In that case the mean leftover speed is about $\sqrt{\pi\epsilon/2}$, so the correction grows as $\sqrt\epsilon$ rather than $\epsilon$, and the ratio is still about 0.57 at $\epsilon=0.01$. The condition $\epsilon\ll1$ is then necessary but does not by itself make the correction small. Emission of polar optical phonons favours forward directions and has a rate that vanishes at threshold, so in a polar crystal the constant isotropic model should not be trusted for the sign of this correction.

\subsection{The useful range of field and temperature}

Take $\tau_{\mathrm{em}}=22.87$ fs and $\tau_{\mathrm{el}}=2287$ fs as an illustration. Since $T=229$ fs at 20 kV/cm and varies as $1/F$, it equals $\tau_{\mathrm{el}}$ near 2 kV/cm and $\tau_{\mathrm{em}}$ near 200 kV/cm. Streaming is expected well inside these limits, not at either end. Near the upper end, the model with a constant emission rate and random directions does not even have a steady state. Far above threshold, the flights between emissions have mean duration $\epsilon T$ and add an average energy $2\epsilon^2E_{\mathrm{ph}}$. This exceeds the energy $E_{\mathrm{ph}}$ lost per emission when $\epsilon>1/\sqrt2$, here above about 140 kV/cm. Trouble begins somewhat earlier: because the direction after each emission is random, the energy gained per flight fluctuates more strongly at higher energy, the distribution acquires a power-law tail, and its mean energy is finite only for $\epsilon^2<3/10$, here below about 110 kV/cm. The velocity in equation (\ref{drift}) is therefore an approximate value for a window of fields, and it should not be used as a universal saturation velocity. With the two times chosen here the velocity is not strictly constant even inside the window: in the model with both processes it rises from about $0.46\,v_{\max}$ at 10 kV/cm to about $0.50\,v_{\max}$ at 40 kV/cm. A flatter plateau needs a wider separation between $\tau_{\mathrm{em}}$ and $\tau_{\mathrm{el}}$.

Temperature sets a further condition. For a transition and its reverse, the ratio of the absorption factor to the emission factor is
\begin{equation}
\frac{N}{N+1}=\exp\left(-\frac{E_{\mathrm{ph}}}{k_BT_L}\right),
\end{equation}
where $N$ is the phonon occupation and $T_L$ the lattice temperature. At 300 K this is 0.0285. A small ratio alone does not justify neglecting absorption: the absorption time must also be long compared with $T$. If the numbers of available final states were equal, an emission time of 22.87 fs would suggest an absorption time of roughly $22.87/0.0285\approx800$ fs, only about 3.5 flight times at 20 kV/cm. In a parabolic band, however, absorption leads to higher energies, where there are more states, than emission just above threshold does. The absorption time may therefore be shorter still. Absorption could then disturb an appreciable fraction of flights, and the cold-lattice result would be an idealization at room temperature. The simulations above leave absorption out.

\section*{Computed values}
\begin{verbatim}
effective mass: 0.20 m_e = 1.8219e-31 kg
phonon energy: 92.0 meV = 1.4740e-20 J
threshold speed v_max: 4.0226e+05 m/s
threshold speed v_max: 4.023 x 1e7 cm/s
ideal drift velocity: 2.0113e+05 m/s
ideal drift velocity: 2.011 x 1e7 cm/s
speed at mean energy (not the drift velocity): 2.322 x 1e7 cm/s
field: 20 kV/cm = 2.0e+06 V/m
  flight time T, formula: 228.7 fs
  flight time T, stepped orbit: 228.7 fs
  flight length L, formula: 46.0 nm
  flight length L, stepped orbit: 46.0 nm
  mean kinetic energy, stepped orbit: 30.67 meV
  drift velocity, stepped orbit: 2.011 x 1e7 cm/s
field: 40 kV/cm = 4.0e+06 V/m
  flight time T, formula: 114.4 fs
  flight time T, stepped orbit: 114.4 fs
  flight length L, formula: 23.0 nm
  flight length L, stepped orbit: 23.0 nm
  mean kinetic energy, stepped orbit: 30.68 meV
  drift velocity, stepped orbit: 2.011 x 1e7 cm/s
one third of phonon energy: 30.67 meV
lattice temperature: 300 K
absorption/emission factor N/(N+1): 0.0285
Monte Carlo model at 20 kV/cm:
  emission time 0.23 fs, low-energy scattering time 228709 fs:
    drift/v_max = 0.500, drift = 2.01 x 1e7 cm/s
  emission time 22.87 fs, low-energy scattering time 228709 fs:
    drift/v_max = 0.491, drift = 1.97 x 1e7 cm/s
  emission time 0.23 fs, low-energy scattering time 2287 fs:
    drift/v_max = 0.482, drift = 1.94 x 1e7 cm/s
  emission time 0.23 fs, low-energy scattering time 229 fs:
    drift/v_max = 0.358, drift = 1.44 x 1e7 cm/s
\end{verbatim}
